The Karplus-Fraenkel relation for ¹³C couplings in planar π radicals

Suppose a calculation has given the π spin populations of a radical, and they are to be turned into ¹³C hyperfine couplings. It must be decided whether each carbon's own population is enough, or whether the bonded carbons must be included with their signs. The relation below requires the second choice. The neighbour term is often as large as the own-spin term and opposite to it, so dropping it can change both the size and the sign of a coupling.

**Conventions**

The radical has spin S = 1/2 and is taken in the state M = +1/2. The spin density ρ_s(r) is the density of α electrons minus that of β electrons, and it integrates to 1. The π spin population ρ_i is the part of this excess in the orbital p_i of carbon i. These populations sum to 1 but may be negative individually; they are not charge populations.

The contact interaction with a nucleus at R is

H_c = (2μ₀/3) g_e μ_B g_N μ_N Σ_k δ(r_k − R) s_k·I.

In the chosen state the expectation value of Σ_k δ(r_k − R) s_kz is ρ_s(R)/2. Comparison with A S_z I_z, where S_z = 1/2, gives A = (2μ₀/3) g_e μ_B g_N μ_N ρ_s(R). Division by g_e μ_B gives the coupling in field units:

a = (2μ₀/3) g_N μ_N ρ_s(R).

For ¹³C, g_N = 1.404824 is positive, so a has the sign of ρ_s(R). One unit of spin density, 1 bohr⁻³, gives 401.1 G.

**Theorem**

Assume the following.

1. All nuclei lie in one plane, and every π carbon is trigonal.
2. At zeroth order the σ electrons form closed shells in localized two-orbital bonds and 1s cores. The σ and π Hamiltonians are separate, with mean Coulomb fields included in them.
3. Exchange between σ and π electrons acts to first order. Exchange terms involving two different π centres are dropped.
4. Excitations run within one bond, or from a carbon 1s orbital to the antibonding orbital of an adjacent bond. A π centre acts only on its own core and its own bonds. Likewise, only a carbon's own core and own bonds contribute to the contact density at its nucleus; the tails of more distant orbitals are neglected.
5. The resulting constants are the same for all carbons of the class.

Then a carbon with n_H bonded hydrogens and n_C bonded carbons, n_H + n_C = 3, has

a_i = (S_C + n_H Q_CH + n_C Q_CC) ρ_i + Q_C'C Σ_j ρ_j,

where j runs over the bonded carbons. The proof gives the form, not the numerical constants. The standard Karplus-Fraenkel parameters are taken as inputs:

S_C = −12.7 G, Q_CH = 19.5 G, Q_CC = 14.4 G, Q_C'C = −13.9 G.

A carbon bonded to one hydrogen and two carbons, a CHC₂ site, has the own-spin coefficient −12.7 + 19.5 + 2 × 14.4 = 35.6 G. Hence

a_i = 35.6 ρ_i − 13.9 Σ_j ρ_j (gauss).

The number 35.6 belongs to this type of site. For a carbon bonded to three carbons, a CC₃ site, it is replaced by −12.7 + 3 × 14.4 = 30.5 G.

**Lemma 1: the exchange operator**

Let p be a π orbital and x, y two σ orbitals, all real. Write K_xy = (p x|y p). The part of the electron repulsion that moves a σ electron from x to y by exchange with p is

V = K_xy Σ_τυ p†_τ y†_υ p_υ x_τ = −K_xy Σ_τυ p†_τ p_υ y†_υ x_τ.

The factor 1/2 of the repulsion has cancelled against the two equivalent labellings of the electrons. The minus sign comes from moving p_υ past y†_υ.

Define E_yx = Σ_τ y†_τ x_τ, and let S_yx be the spin operator whose z component is (y†_α x_α − y†_β x_β)/2. The terms with τ = υ add up to

(n_p/2 + s_z)(E_yx/2 + S_z,yx) + (n_p/2 − s_z)(E_yx/2 − S_z,yx) = n_p E_yx/2 + 2 s_z S_z,yx.

The terms with τ ≠ υ are s₊S₋ + s₋S₊ = 2(s_x S_x + s_y S_y). Therefore

V = −K_xy (½ n_p E_yx + 2 s_p·S_yx).

**Lemma 2: first-order spin density**

Let b be a doubly occupied σ orbital, v an empty one, and Δ > 0 the energy of the b→v triplet excitation. Then

ρ_s(r) = (2K/Δ) b(r) v(r), K = Σ_i ρ_i (p_i b|v p_i).

*Proof.* The zeroth-order state is |Π⟩|b²⟩, with |b²⟩ = b†_α b†_β|0⟩ and |Π⟩ the π doublet with M = +1/2. Acting on the pair,

S_z,vb |b²⟩ = ½ (v†_α b†_β − b†_α v†_β)|0⟩ = |T₀⟩/√2,

where |T₀⟩ is the normalized triplet pair state with zero spin projection.

The σ spin-density operator contains b(r)v(r)(2S_z,vb + 2S_z,bv). On |b²⟩ it gives √2 b(r)v(r)|T₀⟩ and leaves the π state untouched. Of all first-order admixtures, only |Π⟩|T₀⟩ can therefore contribute. The E_vb part of V produces a singlet pair, which is orthogonal to |T₀⟩. The z part of the spin term gives

⟨Π T₀|V|Π b²⟩ = −Σ_i 2(p_i b|v p_i)⟨s_iz⟩/√2 = −K/√2,

because ⟨s_iz⟩ = ρ_i/2. The π state is unchanged, so the energy denominator is Δ, and the first-order amplitude is +K/(√2 Δ). The spin density is twice the product of this amplitude and the matrix element of the density operator:

ρ_s(r) = 2 × K/(√2 Δ) × √2 b(r)v(r) = (2K/Δ) b(r)v(r). ∎

The proof nowhere requires a single π orbital. A correlated π state enters through its ρ_i alone, and a negative ρ_i reverses the polarization it causes. Terms that transfer electron pairs between σ and π orbitals do not contribute at this order, because a one-electron density operator cannot undo them.

**Lemma 3: polarization of a bond**

*C–H bond.* Let h be the carbon hybrid and s the hydrogen orbital, treated as orthonormal, with

b = (h + s)/√2, v = (h − s)/√2.

Then bv = (h² − s²)/2. In (p b|v p) the cross terms −(p h|s p) and (p s|h p) cancel for real orbitals. With k = (p h|h p) and k_H = (p s|s p), what remains is K = ρ_C(k − k_H)/2, and Lemma 2 gives

ρ_s(r) = [(k − k_H) ρ_C/(2Δ)] [h(r)² − s(r)²].

An exchange integral is the Coulomb self-repulsion of a product density, here p·h or p·s. It is taken to be larger when both orbitals sit on the same atom, so k > k_H. A positive ρ_C then gives positive spin density at carbon and negative spin density at hydrogen. This is the term Q_CH ρ_C, with Q_CH > 0.

*C–C' bond.* Both ends now carry π spin. Let k' be the exchange integral between a π orbital and the hybrid at the far end. The two π centres enter K with opposite signs:

K = ½[ρ_C(k − k') + ρ_C'(k' − k)] = ½(k − k')(ρ_C − ρ_C').

The population of the hybrid on C is therefore

m_C = (k − k')(ρ_C − ρ_C')/(2Δ),

and that on C' is −m_C. Exchange lowers the energy when the electron in the neighbour's hybrid is parallel to the neighbour's π spin. The other electron of the pair, found more at C, is then antiparallel. This is the origin of the negative neighbour term. ∎

*Remark on 14.4 and 13.9.* For an isolated symmetric bond, Q_C'C = −Q_CC. The two parameters differ by 0.5 G in magnitude. This near equality is a property of the parameter set, not a confirmation of the local model. Excitations from one bond of a carbon to the antibonding orbital of another bond at the same carbon are omitted here, and they are not small. Let K_s = (p s₂|s₂ p) and K_p = (p p_σ|p_σ p). Two different trigonal hybrids on the carbon have (p h₁|h₂ p) = (K_s − K_p)/3, while a single hybrid has (p h|h p) = (K_s + 2K_p)/3. Since K_s is several times K_p, and there are six excitations between bonds against three within them, the two sets make comparable contributions at the carbon nucleus. In the local approximation the omitted ones are proportional to ρ_C alone. They therefore raise the own-spin coefficient of a given type of site, leave the neighbour term unchanged, and break the antisymmetry.

*A numerical case with negative spin.* Take an allyl π system with hopping −2.5 eV and on-site repulsion 5 eV. Add a C1–C2 bond with Δ = 12 eV, k = 0.004 eV and k' = 0.001 eV, and a C–H bond on C2. The exchange integrals are deliberately tiny, so that the first-order effect stands alone. Full configuration interaction in this model gives ρ₁ = 0.5791 and ρ₂ = −0.1583. The formula then predicts

m_C1 = 0.003 × 0.7374/24 = 9.22 × 10⁻⁵,

and the full calculation gives 9.22 × 10⁻⁵ as well. The negative spin on C2 increases the polarization at C1, as the difference ρ₁ − ρ₂ requires. Real exchange integrals are far larger: the Slater orbitals of Lemma 4 give (K_s + 2K_p)/3 ≈ 1.8 eV. For the π system and the C1–C2 bond alone, with k = 1.8 eV, k' = 0.3 eV and the mean exchange field removed, full configuration interaction gives 0.0405 on C1 and −0.0377 on C2, against ±0.0461 from the formula. At realistic strength the first-order result thus holds only to about 10–20%.

**Lemma 4: the core term is negative**

Apply Lemma 2 with b replaced by the carbon 1s orbital c, and let v = (h − x)/√2, where x is the orbital at the other end of the bond. Neglecting x near this carbon,

ρ_s(0) = (2/Δ_c) × ρ_C (p c|h p)/√2 × c(0)h(0)/√2 = (ρ_C/Δ_c)(p c|h p) c(0)h(0).

A trigonal hybrid is h = (s₂ + √2 p_σ)/√3, with s₂ the 2s orbital. The p_σ part vanishes at the nucleus, and its exchange integral vanishes because the integrand is odd along the bond direction. The 2s amplitude 1/√3 enters twice, so each bond contributes

ρ_s(0) = [ρ_C/(3Δ_c)] (p c|s₂ p) c(0)s₂(0).

Since s₂ appears twice, its arbitrary overall sign drops out. Slater-type orbitals with exponents 5.7 bohr⁻¹ for 1s and 1.625 bohr⁻¹ for 2s and 2p, with 2s made orthogonal to 1s, give by radial quadrature

(p c|s₂ p) = 0.0234 hartree, c(0)s₂(0) = −13.3 bohr⁻³.

The product is negative because 2s has a radial node: its inner lobe is opposite in sign to the outer lobe that dominates the exchange integral. Hence S_C < 0. If Δ_c and the bond polarity are similar for C–H and C–C bonds, the sum over three bonds is the same for every trigonal carbon. ∎

**Proof of the theorem**

Every π orbital vanishes in the molecular plane, so the π electrons give no contact density at any nucleus. What remains is the σ spin density. By Lemma 4 the core gives S_C ρ_i. By Lemma 3 each C–H bond gives Q_CH ρ_i, and each C–C bond gives Q_CC ρ_i + Q_C'C ρ_j. First-order contributions add, and their sum is the stated relation. ∎

**Corollary 1: evenly spread spin gives small couplings**

For a CHC₂ site, add and subtract 2 × 13.9 ρ_i:

a_i = 7.8 ρ_i + 13.9 Σ_j (ρ_i − ρ_j).

The second term measures how far the carbon stands above its neighbours, and it vanishes when the spin is evenly spread. The remaining coefficient is small because of two cancellations. The two C–C bonds leave 2 × (14.4 − 13.9) = 1.0 G, and the C–H bond and the core leave 19.5 − 12.7 = 6.8 G. A six-membered ring with ρ = 1/6 on every carbon thus has a = 7.8/6 = 1.3 G, although its own-spin term alone is 35.6/6 = 5.9 G.

**Corollary 2: the condition for a negative coupling**

For a CHC₂ site, a_i < 0 when 35.6 ρ_i < 13.9 Σ_j ρ_j. If the mean neighbour population is positive, this reads

ρ_i < 0.781 × (mean neighbour population), since 2 × 13.9/35.6 = 0.781.

The carbon need not have negative π spin; it only has to lie about a fifth below its neighbours. For a CC₃ site the corresponding factor is 3 × 13.9/30.5 = 1.37. Such a carbon has a negative coupling even when it carries as much positive spin as its neighbours.

**Corollary 3: a sum rule**

Let every π carbon be a CHC₂ or a CC₃ site. In the sum of all couplings, each ρ_j appears in the neighbour term once for every carbon bonded to j. The total coefficient of ρ_j is therefore 35.6 − 2 × 13.9 = 7.8 G for CHC₂ and 30.5 − 3 × 13.9 = −11.2 G for CC₃:

Σ_i a_i = 7.8 Σ_CHC₂ ρ_i − 11.2 Σ_CC₃ ρ_i.

If no population is negative, the total is at most 7.8 G. In that case, whenever some positive couplings add up to more than 7.8 G, others must be negative.

**Example: the anthracene radical anion**

The populations are squared coefficients of the singly occupied Hückel orbital, with equal hopping on all bonds. In this model they cannot be negative, so every sign change below comes from the neighbour term.

C9: a = 35.6 × 0.1934 − 13.9 × 0.0166 = 6.88 − 0.23 = 6.65 G

C1: a = 35.6 × 0.0967 − 13.9 × 0.0566 = 3.44 − 0.79 = 2.65 G

C2: a = 35.6 × 0.0483 − 13.9 × 0.1450 = 1.72 − 2.02 = −0.29 G

C4a: a = 30.5 × 0.0083 − 13.9 × 0.2983 = 0.25 − 4.15 = −3.89 G

The results come from unrounded populations, so a last digit may differ by one unit from the arithmetic shown. The second decimals only make the steps traceable; the constants are not accurate to that level. At the free-electron g value, 1 G is 2.8025 MHz, so the couplings are 18.6, 7.4, −0.8 and −10.9 MHz.

The bridgehead C4a has almost no π spin, yet its coupling is the second largest in magnitude. C2 has nearly six times its population and almost no coupling. The sign at C2 is not secure, since an own-spin term larger by about 17% would reverse it.

There are two carbons of type C9 and four of each other type. The two C9-type carbons alone contribute 13.3 G, above the limit of 7.8 G, so negative couplings are unavoidable. All fourteen sum to 7.2 G.

The same model for the anions of naphthalene, anthracene, tetracene and pentacene gives 6 of 10, 8 of 14, 10 of 18 and 8 of 22 negative couplings. Over the four anions, 32 of 64 are negative and 36 of 64 are below 3 G in magnitude. The counts of negative couplings are not sharp: 20 of the 64 values lie within about 1 G of zero, among them four at −0.05 G in tetracene and four at +0.02 G in pentacene. Only the 20 bridgehead carbons are clearly negative. Within this family and model, small and negative values are ordinary results.

**How far the constants can be trusted**

Unrestricted B3LYP/6-31G** calculations at idealized geometries give a separate estimate. They use an approximate functional and a modest basis for a density at a nucleus, and they omit vibration and solvent, so they are not a substitute for experiment.

For planar methyl, the lowest α and β orbitals contribute −13.6 G and the valence orbitals 68.4 G, 54.8 G in total. The parameters give −12.7 G, 3 × 19.5 = 58.5 G and 45.8 G. The signs agree, but the close core values are not evidence for S_C. The contracted carbon functions of 6-31G** leave the 1s shell little freedom to polarize. With the carbon functions of 6-311G** uncontracted, and 6-31G** kept on hydrogen, B3LYP gives −38.7 G for the core, 68.2 G for the valence orbitals and 29.4 G in total. These values are not fully converged: three additional tight s functions on carbon change them to −40.6, 71.5 and 30.9 G. The split by lowest orbitals is also not the split of Lemma 4, because it includes mixing of 1s with occupied valence orbitals, which cancels in the total. Counting only excitations from the core into empty orbitals gives −6.4 G with 6-31G** and −31.2 G with the uncontracted basis. Most of the core term thus comes from excitations into tight s-type functions, which assumption 4 omits.

The methyl carbon of ethyl isolates the neighbour term approximately. The π population of the radical centre is 0.935, so the relation gives −13.9 × 0.935 = −13.0 G, against −11.3 G from B3LYP. This carbon is tetrahedral, outside the assumptions, and the B3LYP value carries the same basis limitation. The closeness of the two numbers therefore does not confirm the constant.

In allyl, Mulliken analysis of the orbitals odd under reflection in the plane gives 0.588 on each end carbon and −0.183 on the centre. An end carbon has two hydrogens and one carbon neighbour, hence the coefficient −12.7 + 2 × 19.5 + 14.4 = 40.7 G:

end: 40.7 × 0.588 + 13.9 × 0.183 = 26.5 G

centre: −35.6 × 0.183 − 13.9 × 2 × 0.588 = −22.9 G

B3LYP/6-31G** gives 35.1 G and −20.3 G. With the more flexible basis used for methyl it gives 18.8 G and −16.3 G; since tight s functions moved the methyl value by 1.5 G, the last digits are not converged. The values from the relation keep the 6-31G** populations in both comparisons. The signs agree in both cases, but the end value from the relation lies below the first B3LYP result and above the second. A small contracted basis therefore cannot show in which direction the relation errs. Differences of several gauss remain in either basis, so a predicted coupling near zero has no reliable sign.

The relation fails when the radical centre is not planar, because the singly occupied orbital then acquires 2s character and a direct contact density. A bonded heteroatom needs its own constants. Finally, a ¹³C nucleus has I = 1/2, and to first order its two EPR lines lie at ±a/2 about the centre. Reversing the sign of a exchanges the lines without moving the pattern, so their positions should be compared with |a|, while the signed value must be kept throughout the calculation.
